# Hermite Reciprocity and the Fermion–Boson Correspondence for Total J: test program

```python
# Result under test: n fermions of spin j, n bosons of spin j-(n-1)/2,
# and 2j+1-n bosons of spin n/2 all have the same total-J content.
# Hermite reciprocity: n bosons of spin m/2 match m bosons of spin n/2.
# Symbols: twoj = 2j; orbital k = j + m_j = 0..2j; hbar = 1;
# gaussian(a, b) = coefficients in q of the Gaussian binomial [a, b];
# a "content" is a dictionary {2J: number of multiplets with that J}.
from collections import Counter
from itertools import (combinations, combinations_with_replacement,
                       permutations)
from math import factorial
import numpy as np


def gaussian(a, b):
    """Exact product of (1-q^(a-b+i))/(1-q^i), i = 1..b."""
    coeff = [1]
    for i in range(1, b + 1):
        shift = a - b + i
        work = coeff + [0] * shift
        for k, value in enumerate(coeff):
            work[k + shift] -= value
        for k in range(i, len(work)):
            work[k] += work[k - i]
        assert not any(work[len(work) - i:])   # division leaves no rest
        coeff = work[:len(work) - i]
    return coeff


def formula_content(n, m):
    """J content read from (1-q)[n+m, n]."""
    c = gaussian(n + m, n)
    content = {}
    for k in range(n * m // 2 + 1):
        d = c[k] - (c[k - 1] if k else 0)
        assert d >= 0
        if d:
            content[n * m - 2 * k] = d
    return content


def basis_states(twoj, n, fermions):
    choose = combinations if fermions else combinations_with_replacement
    return list(choose(range(twoj + 1), n))


def weight_counts(twoj, n, fermions):
    """Number of states for each K = sum of k, by enumeration."""
    return np.bincount([sum(s) for s in basis_states(twoj, n, fermions)])


def j_squared(twoj, n, fermions):
    """J^2 = J-J+ + Jz(Jz+1) in the occupation-number basis."""
    states = basis_states(twoj, n, fermions)
    index = {s: i for i, s in enumerate(states)}
    raising = np.zeros((len(states), len(states)))
    for s in states:
        occ = Counter(s)
        for k in occ:
            if k == twoj or (fermions and occ[k + 1] == 1):
                continue
            new = list(s)
            new.remove(k)
            new.append(k + 1)
            amp = (k + 1) * (twoj - k) * occ[k] * (occ[k + 1] + 1)
            raising[index[tuple(sorted(new))], index[s]] += np.sqrt(amp)
    mz = np.array([sum(s) - n * twoj / 2 for s in states])
    return raising.T @ raising + np.diag(mz * (mz + 1))


def content_of(matrix):
    """J content from the eigenvalues J(J+1) of a J^2 matrix."""
    raw = np.sqrt(1 + 4 * np.linalg.eigvalsh(matrix)) - 1
    two_j = np.rint(raw).astype(int)
    assert np.max(np.abs(raw - two_j)) < 1e-8
    content = {}
    for t, number in Counter(two_j.tolist()).items():
        assert number % (t + 1) == 0
        content[t] = number // (t + 1)
    return content


def diag_content(twoj, n, fermions):
    return content_of(j_squared(twoj, n, fermions))


def first_quantized_content(twoj, n, fermions):
    """Same content from the full product space and a projector."""
    d = twoj + 1
    jz1 = np.diag(np.arange(d) - twoj / 2)
    jp1 = np.diag([np.sqrt((k + 1) * (twoj - k)) for k in range(twoj)], -1)

    def total(op):
        return sum(np.kron(np.kron(np.eye(d**i), op), np.eye(d**(n-1-i)))
                   for i in range(n))
    jz, jp = total(jz1), total(jp1)
    j2 = jp.T @ jp + jz @ jz + jz
    identity = np.eye(d**n)
    projector = np.zeros((d**n, d**n))
    for p in permutations(range(n)):
        sign = round(np.linalg.det(np.eye(n)[list(p)])) if fermions else 1
        moved = identity.reshape([d] * n + [d**n]).transpose(*p, n)
        projector += sign * moved.reshape(d**n, d**n) / factorial(n)
    values, vectors = np.linalg.eigh(projector)
    sub = vectors[:, values > 0.5]
    return content_of(sub.T @ j2 @ sub)


def times_one_minus(coeff, s):
    """Multiply a polynomial by 1 - q^s."""
    out = np.zeros(len(coeff) + s, dtype=int)
    out[:len(coeff)] += coeff
    out[s:] -= coeff
    return out


# Recurrences and product expansions against direct enumeration
for twoj in range(0, 8):
    size = twoj + 1
    for n in range(1, size + 1):
        f_now = weight_counts(twoj, n, True)
        f_old = weight_counts(twoj, n - 1, True)
        right = times_one_minus(f_old, size - n + 1)
        right = np.concatenate([np.zeros(n - 1, dtype=int), right])
        assert np.array_equal(times_one_minus(f_now, n), right)
        expected = [0] * (n * (n - 1) // 2) + gaussian(size, n)
        assert f_now.tolist() == expected
    for n in range(1, 6):
        b_now = weight_counts(twoj, n, False)
        b_old = weight_counts(twoj, n - 1, False)
        assert np.array_equal(times_one_minus(b_now, n),
                              times_one_minus(b_old, twoj + n))
        assert b_now.tolist() == gaussian(n + twoj, n)

# Both theorems and the multiplicity formula against diagonalization
cases = 0
for twoj in range(0, 7):
    for n in range(1, twoj + 2):
        m = twoj + 1 - n
        fermi = diag_content(twoj, n, True)
        assert fermi == diag_content(m, n, False)
        assert fermi == diag_content(n, m, False)
        assert fermi == diag_content(twoj, m, True)
        assert fermi == formula_content(n, m)
        cases += 1

# Occupation-basis operators against explicit permutation projectors
assert first_quantized_content(5, 3, True) == diag_content(5, 3, True)
assert first_quantized_content(3, 3, False) == diag_content(3, 3, False)


def spin_text(t):
    return str(t // 2) if t % 2 == 0 else f"{t}/2"


def show(content):
    return ", ".join(f"{spin_text(t)} (x{content[t]})"
                     for t in sorted(content))


def report(systems, n, m):
    reference = formula_content(n, m)
    for twoj, number, fermions in systems:
        content = diag_content(twoj, number, fermions)
        assert content == reference
        kind = "fermions" if fermions else "bosons"
        dim = len(basis_states(twoj, number, fermions))
        assert dim == sum((t + 1) * d for t, d in content.items())
        print(f"{number} {kind} of spin {spin_text(twoj)}: {dim} states, "
              f"{sum(content.values())} multiplets")
        print("  J (multiplicity):", show(content))


print("All counts are pure numbers; J and M are in units of hbar")
print("Shell/number cases checked by diagonalization:", cases)
print("Main example: n = 4, j = 9/2, partner boson spin",
      spin_text(9 + 1 - 4))
print("Coefficients of [10,4], powers q^0 upward:")
print(" ", gaussian(10, 4))
counts = weight_counts(9, 4, True)
d_of_m = [int(counts[18 + M]) for M in range(0, 13)]
print("Fermion state counts D(M) for M = 0..12:")
print(" ", d_of_m)
print("Differences D(J)-D(J+1) for J = 0..12:")
print(" ", [a - b for a, b in zip(d_of_m, d_of_m[1:] + [0])])
report([(9, 4, True), (6, 4, False), (4, 6, False), (9, 6, True)], 4, 6)
print("Half-integer example: n = 3, j = 7/2")
report([(7, 3, True), (5, 3, False), (3, 5, False)], 3, 5)

print("Two-particle J channels of the main-example particles:")
channels = []
for twoj, fermions in [(9, True), (6, False), (4, False)]:
    pair = diag_content(twoj, 2, fermions)
    channels.append(sum(pair.values()))
    kind = "fermions" if fermions else "bosons"
    print(f"  {kind} of spin {spin_text(twoj)}: {channels[-1]} channels, "
          f"J = {', '.join(spin_text(t) for t in sorted(pair))}")
assert len(set(channels)) == 3

# The shift k_i -> k_i-(i-1) preserves M but does not preserve J^2
f_states = basis_states(3, 2, True)
b_states = basis_states(2, 2, False)
assert [tuple(k - i for i, k in enumerate(s)) for s in f_states] == b_states
f_m = [sum(s) - 3 for s in f_states]
assert f_m == [sum(s) - 2 for s in b_states]
zero = [i for i, M in enumerate(f_m) if M == 0]
f_block = j_squared(3, 2, True)[np.ix_(zero, zero)]
b_block = j_squared(2, 2, False)[np.ix_(zero, zero)]
assert np.max(np.abs(f_block - b_block)) > 0.1
assert np.allclose(np.linalg.eigvalsh(f_block),
                   np.linalg.eigvalsh(b_block), atol=1e-10)
print("M = 0 block of J^2 (hbar^2), paired basis states:")
print("  orbital labels k, fermions:", [f_states[i] for i in zero])
print("  orbital labels k, bosons:  ", [b_states[i] for i in zero])
print("  2 fermions of spin 3/2:", np.round(f_block, 4).tolist())
print("  2 bosons of spin 1:    ", np.round(b_block, 4).tolist())
eigen = np.linalg.eigvalsh(f_block)
print("  common eigenvalues:", [round(abs(float(x)), 4) for x in eigen])
print("verified")
```

Running it gives:

```
All counts are pure numbers; J and M are in units of hbar
Shell/number cases checked by diagonalization: 28
Main example: n = 4, j = 9/2, partner boson spin 3
Coefficients of [10,4], powers q^0 upward:
  [1, 1, 2, 3, 5, 6, 9, 10, 13, 14, 16, 16, 18, 16, 16, 14, 13, 10, 9, 6, 5, 3, 2, 1, 1]
Fermion state counts D(M) for M = 0..12:
  [18, 16, 16, 14, 13, 10, 9, 6, 5, 3, 2, 1, 1]
Differences D(J)-D(J+1) for J = 0..12:
  [2, 0, 2, 1, 3, 1, 3, 1, 2, 1, 1, 0, 1]
4 fermions of spin 9/2: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
4 bosons of spin 3: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
6 bosons of spin 2: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
6 fermions of spin 9/2: 210 states, 18 multiplets
  J (multiplicity): 0 (x2), 2 (x2), 3 (x1), 4 (x3), 5 (x1), 6 (x3), 7 (x1), 8 (x2), 9 (x1), 10 (x1), 12 (x1)
Half-integer example: n = 3, j = 7/2
3 fermions of spin 7/2: 56 states, 6 multiplets
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
3 bosons of spin 5/2: 56 states, 6 multiplets
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
5 bosons of spin 3/2: 56 states, 6 multiplets
  J (multiplicity): 3/2 (x1), 5/2 (x1), 7/2 (x1), 9/2 (x1), 11/2 (x1), 15/2 (x1)
Two-particle J channels of the main-example particles:
  fermions of spin 9/2: 5 channels, J = 0, 2, 4, 6, 8
  bosons of spin 3: 4 channels, J = 0, 2, 4, 6
  bosons of spin 2: 3 channels, J = 0, 2, 4
M = 0 block of J^2 (hbar^2), paired basis states:
  orbital labels k, fermions: [(0, 3), (1, 2)]
  orbital labels k, bosons:   [(0, 2), (1, 1)]
  2 fermions of spin 3/2: [[3.0, 3.0], [3.0, 3.0]]
  2 bosons of spin 1:     [[2.0, 2.8284], [2.8284, 4.0]]
  common eigenvalues: [0.0, 6.0]
verified
```
